\section*{Transverse exchange in the electron gas from Breit-Pauli operators}

\section{The problem}

A uniform, spin-unpolarized gas of $N$ electrons fills a periodic box of volume $V$ with a neutralizing background. Its state is the determinant of plane waves with all $|\mathbf k|<k_F$ doubly occupied, so $n=N/V=k_F^3/(3\pi^2)$. Let
\begin{equation}
\beta=\frac{\hbar k_F}{mc},\qquad g=\frac{e^2\hbar^2}{\varepsilon_0m^2c^2},
\end{equation}
and let $E_x$ be the nonrelativistic Coulomb exchange energy. The electrons also exchange transverse photons. To first order in that interaction and to leading order in $\beta$, the resulting energy has the form $E_T=C\beta^2E_x$.

\begin{enumerate}
\item[(a)] Obtain the orbit-orbit, spin-other-orbit and spin-spin operators from the Dirac currents.
\item[(b)] Decide which of them contribute to the energy of the determinant.
\item[(c)] Find the spin-spin and orbit-orbit parts of $C$ separately.
\item[(d)] Write $E_T/V$ as a local function of $n$, and evaluate it for a model gas with $n=10^{31}\,\mathrm{m^{-3}}$.
\end{enumerate}

Correlation, virtual electron-positron pairs and one-body relativistic corrections are left out. The charge of the electron is $-e$.

\section{Hints}

\begin{enumerate}
\item In the Coulomb gauge the coupling to transverse photons is $ec\,\boldsymbol\alpha\cdot\mathbf A$. Use second-order perturbation theory with both time orders. How large is the change of electron energy compared with $\hbar cq$?
\item The lower half of a slow positive-energy spinor is $\hbar\boldsymbol\sigma\cdot\mathbf k/(2mc)$ times the upper half. Use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l$.
\item Split the spin-spin interaction into an isotropic part and a traceless tensor. In exchange, the sum over both spins turns into a trace.
\item In exchange both electrons have the same mean wavevector $\mathbf K=(\mathbf k+\mathbf k')/2$. Work out $\mathbf K\times(\mathbf k'-\mathbf k)$.
\item In the double integral over the Fermi sphere, integrate over the angle first, then put $k'=kt$ with $0<t<1$ and double the result.
\end{enumerate}

\section{Solution}

\subsection{(a) The operators}

\paragraph{Photon exchange.} Electron 1 goes from $\mathbf k_1$ to $\mathbf k_1+\mathbf q$ and electron 2 from $\mathbf k_2$ to $\mathbf k_2-\mathbf q$. A mode of $\mathbf A$ has amplitude $\sqrt{\hbar/(2\varepsilon_0cqV)}$, so emission and absorption together give $e^2c^2\hbar/(2\varepsilon_0cqV)$ times the two $\boldsymbol\alpha$ matrix elements. The sum over polarizations is the projector $P_{ij}=\delta_{ij}-\hat q_i\hat q_j$.

In an exchange process the electrons swap wavevectors, so one gains the energy $\Delta$ that the other loses. The two time orders have energy denominators $-(\hbar cq+\Delta)$ and $-(\hbar cq-\Delta)$, and
\begin{equation}
-\frac{1}{\hbar cq+\Delta}-\frac{1}{\hbar cq-\Delta}=-\frac{2\hbar cq}{(\hbar cq)^2-\Delta^2}.
\end{equation}
The interaction is therefore
\begin{equation}
-\frac{e^2}{\varepsilon_0V}\,\frac{\boldsymbol\alpha_1\cdot P\cdot\boldsymbol\alpha_2}{q^2-\Delta^2/(\hbar c)^2}.
\end{equation}
Intermediate states forbidden by the Pauli principle may be kept here: their exchange terms represent the one-electron emission processes that the filled states block.

For slow electrons $|\Delta|=\hbar^2|k'^2-k^2|/(2m)$. Since $|k'-k|\le q$ and $k+k'\le2k_F$, this gives $|\Delta|/(\hbar cq)\le\beta$. Retardation thus changes the result by a relative amount of order $\beta^2$, and at leading order
\begin{equation}
V_T=-\frac{e^2}{\varepsilon_0q^2V}\,\boldsymbol\alpha_1\cdot P\cdot\boldsymbol\alpha_2 .
\label{eq:breit}
\end{equation}

\paragraph{The current.} The matrix $\alpha_i$ connects upper and lower halves through $\sigma_i$. Between slow spinors with wavevectors $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$ it becomes
\begin{align}
\alpha_i&\to\frac{\hbar}{2mc}\left[\sigma_i(\boldsymbol\sigma\cdot\mathbf k)+(\boldsymbol\sigma\cdot\mathbf k')\sigma_i\right]\nonumber\\
&=\frac{\hbar}{2mc}\left[k_i+i(\mathbf k\times\boldsymbol\sigma)_i+k'_i-i(\mathbf k'\times\boldsymbol\sigma)_i\right]\nonumber\\
&=\frac{\hbar}{mc}\left[\mathbf K+\tfrac i2\,\boldsymbol\sigma\times\mathbf q\right]_i,
\qquad \mathbf K=\frac{\mathbf k+\mathbf k'}{2}.
\label{eq:current}
\end{align}
The last line uses $-\mathbf q\times\boldsymbol\sigma=\boldsymbol\sigma\times\mathbf q$. The first term is the convection current, the second the magnetization current of the spin. For electron 2, $\mathbf q$ is replaced by $-\mathbf q$.

\paragraph{Orbit-orbit.} The two convection currents in (\ref{eq:breit}) give
\begin{equation}
V_{oo}=-\frac gV\,\frac{\mathbf K_1\cdot P\cdot\mathbf K_2}{q^2}.
\label{eq:oo}
\end{equation}
To recognize the usual operator, transform $P_{ij}/q^2$ to position space. The function $1/q^2$ becomes $1/(4\pi r)$. Because $\nabla^2r=2/r$, the function $1/q^4$ becomes $-r/(8\pi)$, up to a constant that the derivatives remove. Hence $q_iq_j/q^4$ becomes $\partial_i\partial_jr/(8\pi)=(\delta_{ij}-\hat r_i\hat r_j)/(8\pi r)$, and
\begin{equation}
\frac{P_{ij}}{q^2}\to\frac{\delta_{ij}}{4\pi r}-\frac{\delta_{ij}-\hat r_i\hat r_j}{8\pi r}=\frac{\delta_{ij}+\hat r_i\hat r_j}{8\pi r}.
\end{equation}
Since $P\cdot\mathbf q=0$, each $\mathbf K$ may be replaced by the initial wavevector, and
\begin{equation}
H_{oo}=-\frac{e^2}{8\pi\varepsilon_0m^2c^2}\,\frac{\delta_{ij}+\hat r_i\hat r_j}{r}\,p_{1i}\,p_{2j},
\end{equation}
with repeated indices summed. Parallel momenta lower this energy, as parallel currents attract.

\paragraph{Spin-spin.} Both magnetization currents are perpendicular to $\mathbf q$, so $P$ leaves them unchanged. Their product is
\begin{equation}
\left(\tfrac i2\boldsymbol\sigma_1\times\mathbf q\right)\cdot\left(-\tfrac i2\boldsymbol\sigma_2\times\mathbf q\right)
=\tfrac14\left[q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)\right].
\end{equation}
With $P_{ij}=\frac23\delta_{ij}-(\hat q_i\hat q_j-\frac13\delta_{ij})$ this gives
\begin{equation}
V_{ss}=-\frac{g}{6V}\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2
+\frac{g}{4V}\left(\hat q_i\hat q_j-\tfrac13\delta_{ij}\right)\sigma_{1i}\sigma_{2j}.
\label{eq:ss}
\end{equation}
The first term does not depend on $\mathbf q$. In position space it is the contact interaction $-(g/6)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r)$. The second is the dipolar interaction of two magnetic moments.

\paragraph{Spin-other-orbit.} The products of one convection and one magnetization current contain a single Pauli matrix:
\begin{equation}
V_{so}=-\frac{g}{q^2V}\left[-\tfrac i2\,\mathbf K_1\cdot(\boldsymbol\sigma_2\times\mathbf q)+\tfrac i2\,\mathbf K_2\cdot(\boldsymbol\sigma_1\times\mathbf q)\right].
\label{eq:soo}
\end{equation}

\subsection{(b) Which terms survive}

For a determinant with occupied states $a=(\mathbf k,s)$ and $b=(\mathbf k',s')$,
\begin{equation}
E=\frac12\sum_{ab}\left[\langle ab|V|ab\rangle-\langle ba|V|ab\rangle\right].
\label{eq:sc}
\end{equation}

In the direct term no momentum is transferred. A periodic box has no transverse photon with $q=0$, but the terms vanish even if that point is approached from a chosen direction $\hat{\mathbf q}$. The orbital sum contains $\sum\mathbf k=0$, and every spin sum contains $\sum_s\langle s|\boldsymbol\sigma|s\rangle=0$. The gas carries neither a net current nor a net magnetization.

In the exchange term electron 1 goes from $(\mathbf k,s)$ to $(\mathbf k',s')$ and electron 2 the opposite way, so $\mathbf q=\mathbf k'-\mathbf k$. The spin sums are
\begin{align}
\text{no Pauli matrix:}&\quad\sum_{ss'}\langle s'|s\rangle\langle s|s'\rangle=2,\nonumber\\
\text{one:}&\quad\sum_{ss'}\langle s'|\sigma_i|s\rangle\langle s|s'\rangle=\mathrm{Tr}\,\sigma_i=0,\nonumber\\
\text{two:}&\quad\sum_{ss'}\langle s'|\sigma_i|s\rangle\langle s|\sigma_j|s'\rangle=\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}.
\label{eq:traces}
\end{align}
The second line removes the spin-other-orbit term. The third contracts the dipolar tensor with $\delta_{ij}$, which gives zero because the tensor is traceless. Orbit-orbit exchange and contact exchange remain.

\subsection{(c) The two coefficients}

\paragraph{Coulomb exchange as the reference.} With the spin factor 2 and $\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3$,
\begin{equation}
E_x=-\frac12\cdot2\sum_{\mathbf k\mathbf k'}\frac{e^2}{\varepsilon_0Vq^2}
=-\frac{e^2V}{64\pi^6\varepsilon_0}\,I_C,\qquad I_C=\iint\frac{d^3k\,d^3k'}{q^2}.
\end{equation}
Let $x$ be the cosine of the angle between the wavevectors. Then $d^3k\,d^3k'\to8\pi^2k^2k'^2\,dk\,dk'\,dx$ and $q^2=2kk'(a-x)$, where $a=(k^2+k'^2)/(2kk')$. Define
\begin{equation}
\ell=\ln\frac{k+k'}{|k-k'|},\qquad\int_{-1}^1\frac{dx}{a-x}=\ln\frac{a+1}{a-1}=2\ell .
\end{equation}
The second equality holds because $a\pm1=(k\pm k')^2/(2kk')$. Hence $I_C=8\pi^2\iint kk'\,\ell\,dk\,dk'$.

With $k'=kt$ the radial integrals reduce to moments of $\ln[(1+t)/(1-t)]$, whose derivative is $2/(1-t^2)$. For odd $p$, integrate by parts with $(t^{p+1}-1)/(p+1)$ as the antiderivative of $t^p$. The boundary terms vanish, and
\begin{equation}
M_p=\int_0^1t^p\ln\frac{1+t}{1-t}\,dt=\frac{2}{p+1}\int_0^1\frac{1-t^{p+1}}{1-t^2}\,dt .
\end{equation}
This gives $M_1=1$ and $M_3=\frac12\int_0^1(1+t^2)\,dt=\frac23$. Therefore
\begin{equation}
I_C=8\pi^2\cdot2\int_0^{k_F}k^3dk\;M_1=4\pi^2k_F^4,\qquad
\frac{E_x}{V}=-\frac{e^2k_F^4}{16\pi^4\varepsilon_0}.
\label{eq:ex}
\end{equation}

\paragraph{Contact term.} Summing (\ref{eq:traces}) over $i=j$ gives the spin factor $2\times3=6$. For the operator $-(g/6)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r)$ there are $(N/2)^2$ pairs $(\mathbf k,\mathbf k')$. The $N/2$ pairs with $\mathbf k=\mathbf k'$ have $q=0$; omitting them would change the result by the relative amount $2/N$, which vanishes in the bulk limit. Keeping them,
\begin{equation}
\frac{E_{ss}}V=-\frac12\cdot\frac1{V^2}\left(\frac N2\right)^2\left(-\frac g6\right)6=\frac{gn^2}{8}.
\label{eq:ess}
\end{equation}
The same value follows from a picture in position space. Electrons with parallel spins never meet in a determinant. Two that meet have a symmetric orbital part and so form a singlet, for which $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$ and the contact interaction is $+(g/2)\delta(\mathbf r)$. Opposite spins are uncorrelated here, so the energy density is $(g/2)(n/2)^2=gn^2/8$.

To form the ratio, use $n^2=k_F^6/(9\pi^4)$ and $g=e^2\beta^2/(\varepsilon_0k_F^2)$:
\begin{equation}
\frac{E_{ss}}{V}=\frac{e^2\beta^2k_F^4}{72\pi^4\varepsilon_0},\qquad
\frac{E_{ss}}{E_x}=-\frac{16}{72}\beta^2=-\frac29\beta^2 .
\end{equation}

\paragraph{Orbit-orbit term.} In exchange $\mathbf K_1=\mathbf K_2=\mathbf K$, and $\mathbf K\cdot P\cdot\mathbf K=|\mathbf K\times\mathbf q|^2/q^2$. Moreover
\begin{equation}
\mathbf K\times\mathbf q=\tfrac12(\mathbf k+\mathbf k')\times(\mathbf k'-\mathbf k)=\tfrac12(\mathbf k\times\mathbf k'-\mathbf k'\times\mathbf k)=\mathbf k\times\mathbf k'.
\end{equation}
The minus sign of exchange cancels the minus sign in (\ref{eq:oo}), so
\begin{equation}
E_{oo}=\frac gV\sum_{\mathbf k\ne\mathbf k'}\frac{|\mathbf k\times\mathbf k'|^2}{|\mathbf k-\mathbf k'|^4}
=\frac{gV}{64\pi^6}\,I_{oo}.
\label{eq:eoo}
\end{equation}
Since $|\mathbf k\times\mathbf k'|^2=k^2k'^2(1-x^2)$ and $q^4=4k^2k'^2(a-x)^2$,
\begin{equation}
I_{oo}=2\pi^2\iint k^2k'^2\,dk\,dk'\int_{-1}^1\frac{1-x^2}{(a-x)^2}\,dx .
\end{equation}
Integrate by parts, using $(a-x)^{-2}=d(a-x)^{-1}/dx$. The boundary term vanishes because $1-x^2=0$ at both ends. With $x/(a-x)=-1+a/(a-x)$,
\begin{equation}
\int_{-1}^1\frac{1-x^2}{(a-x)^2}dx=\int_{-1}^1\frac{2x}{a-x}dx=-4+4a\ell .
\end{equation}
Inserting $a=(k^2+k'^2)/(2kk')$ gives
\begin{align}
I_{oo}&=4\pi^2\iint\left[kk'(k^2+k'^2)\,\ell-2k^2k'^2\right]dk\,dk'\nonumber\\
&=4\pi^2\left[2\cdot\frac{k_F^6}{6}(M_1+M_3)-\frac{2k_F^6}{9}\right]
=4\pi^2k_F^6\left[\frac59-\frac29\right]=\frac{4\pi^2}{3}k_F^6 .
\end{align}
It follows that
\begin{equation}
\frac{E_{oo}}V=\frac{gk_F^6}{48\pi^4}=\frac{3gn^2}{16},\qquad
\frac{E_{oo}}{E_x}=-\frac{16}{48}\beta^2=-\frac13\beta^2 .
\end{equation}

\paragraph{Sum.} The transverse coefficient is
\begin{equation}
C=-\frac13-\frac29=-\frac59,\qquad E_T=-\frac59\beta^2E_x .
\label{eq:result}
\end{equation}
Because $E_x<0$, both parts raise the energy.

A determinant small enough for hand counting checks the spin factors and the vector algebra. Let 14 electrons occupy $\mathbf k=0$ and the six shortest nonzero wavevectors, of length $2\pi/L$ in a cube of edge $L$. In (\ref{eq:eoo}), 24 ordered pairs are perpendicular. Each contributes $1/2^2=1/4$, and all other pairs contribute zero, so $E_{oo}=6\,g/V$. The contact energy is $gN^2/(8V)=24.5\,g/V$, with each of the 49 pairs contributing $g/(2V)$; this count includes the 7 pairs with $\mathbf k=\mathbf k'$, and without those $q=0$ terms it would be $21\,g/V$. Summation with explicit spin matrices gives the same two numbers, and zero for the other operators. The ratio of the two energies is far from its bulk value $3/2$, so such a small system tests the operators but not the coefficient.

The numerical check also integrates (\ref{eq:breit}) over the Fermi sphere with full Dirac spinors. Extrapolated to $\beta=0$, the coefficient is $-0.5555$, with or without retardation. At $\beta=0.10$ the retarded value is $-0.5523$, about $0.6\%$ smaller in magnitude than $5/9$. Equation (\ref{eq:result}) fails when $\beta$ is no longer small.

\subsection{(d) Local functional and numbers}

Adding the energy densities and differentiating with respect to $n$ gives
\begin{equation}
e_T(n)=\frac{5gn^2}{16}=\frac{5e^2\hbar^2n^2}{16\varepsilon_0m^2c^2},\qquad
v_T=\frac{de_T}{dn}=\frac{5gn}{8}.
\end{equation}
The power $n^2$ arises because $E_x/V\propto n^{4/3}$ and $\beta^2\propto n^{2/3}$. Three fifths of $e_T$ come from orbit-orbit exchange, which is not a contact interaction; its $n^2$ form is a property of the uniform gas. Using $e_T$ at the local density of an inhomogeneous system is the local-density approximation, justified only when the density varies slowly over a distance $1/k_F$. Light atoms do not meet this condition. The contact part $(g/8)\int n^2\,d^3r$ holds for any closed-shell determinant, but the orbit-orbit part does not. In helium both electrons occupy one real orbital, which carries no convection current, so orbit-orbit exchange is zero and $\int e_T\,d^3r$ is too large by the factor $5/2$. For neon with Hartree-Fock orbitals it is too large by a factor of about $2.1$.

For $n=10^{31}\,\mathrm{m^{-3}}$, $k_F=(3\pi^2n)^{1/3}=6.665\times10^{10}\,\mathrm{m^{-1}}$ and $\beta=0.02574$, so $\beta^2=6.624\times10^{-4}$. Dividing (\ref{eq:ex}) by $n$ gives a Coulomb exchange energy of $-22.912$ eV per electron. The transverse energies per electron are
\begin{align}
\text{orbit-orbit:}&\quad\tfrac13(6.624\times10^{-4})(22.912\ \mathrm{eV})=0.00506\ \mathrm{eV},\nonumber\\
\text{contact:}&\quad\tfrac29(6.624\times10^{-4})(22.912\ \mathrm{eV})=0.00337\ \mathrm{eV}.
\end{align}
Their sum is $0.00843$ eV, or $1.351\times10^{-21}$ J. The potential $v_T$ is twice the energy per electron, $0.01686$ eV. The Dirac integral at this $\beta$ agrees with the sum to within a few parts in $10^4$.

\section{Two variations}

\subsection{A fully polarized gas}

\emph{All spins point up. What happens to the two contributions?}

The occupied sphere now has radius $k_p=(6\pi^2n)^{1/3}$; let $\beta_p=\hbar k_p/(mc)$. The spin factor 2 becomes 1 in both Coulomb and orbit-orbit exchange, so their ratio keeps its form:
\begin{equation}
\frac{E_{oo}}{E_x}=-\frac13\beta_p^2 .
\end{equation}

For the contact term $\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle=1$ in both the direct and the exchange matrix element. By (\ref{eq:sc}),
\begin{equation}
\frac{E_{ss}}V=-\frac{gn^2}{12}+\frac{gn^2}{12}=0,
\end{equation}
as it must be, since parallel spins never meet. The cancellation needs both terms: a functional that keeps the exchange part must be used together with the direct part.

The other operators add nothing to the exchange energy. In (\ref{eq:soo}) the two terms cancel, because both electrons have the same $\mathbf K$ and the same spin. The dipolar term is proportional to $\hat q_z^2-\frac13$, which averages to zero over the isotropic sphere. The direct dipolar term is the magnetostatic energy of a magnetized sample. It depends on the sample's shape and is not part of exchange. Per volume it is $(gn^2/8)(\hat q_z^2-\frac13)$, with $\hat{\mathbf q}$ the direction from which $q=0$ is approached. Omitting the $q=0$ photon, as in a periodic box, corresponds to $\hat q_z^2=1$, where this term equals $+gn^2/12$ and cancels the direct contact term.

\subsection{The Coulomb interaction between Dirac electrons}

\emph{For the unpolarized gas, find the $\beta^2$ correction to Coulomb exchange.}

A normalized slow spinor has upper half $1-\hbar^2k^2/(8m^2c^2)$ times a two-component spin state. The charge matrix element between $\mathbf k$ and $\mathbf k'$ is then
\begin{align}
\rho&=1-\frac{\hbar^2(k^2+k'^2)}{8m^2c^2}+\frac{\hbar^2(\boldsymbol\sigma\cdot\mathbf k')(\boldsymbol\sigma\cdot\mathbf k)}{4m^2c^2}\nonumber\\
&=1-\frac{\hbar^2q^2}{8m^2c^2}+\frac{i\hbar^2}{4m^2c^2}\,\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k),
\end{align}
because $-(k^2+k'^2)/8+\mathbf k\cdot\mathbf k'/4=-q^2/8$. At this order the last term, which is the spin-orbit interaction, appears with one Pauli matrix and drops out by (\ref{eq:traces}).

The two factors $-\hbar^2q^2/(8m^2c^2)$ multiply $e^2/(\varepsilon_0q^2V)$ and give the two-electron Darwin interaction $-g/(4V)$. Its exchange energy is
\begin{equation}
\frac{E_D}V=-\frac12\cdot2\cdot\frac{1}{V^2}\left(\frac N2\right)^2\left(-\frac g4\right)=\frac{gn^2}{16}.
\end{equation}
This is half of (\ref{eq:ess}), so $E_D/E_x=-\beta^2/9$. There is no direct contribution, because the total charge density, background included, is zero.

Coulomb and transverse exchange together change $E_x$ by the relative amount $-\frac19\beta^2-\frac59\beta^2=-\frac23\beta^2$. The coefficient $-5/9$ therefore belongs in a functional for the transverse interaction alone. A functional meant to correct the whole exchange energy of Dirac electrons needs $-2/3$.

\section*{Table of computed values}
\begin{verbatim}
Pauli current, relative error at p ~ 0.001 mc: 4.1e-07
Orbit kernel test, r space and q space: 0.533333 0.533333
Spin kernel test, r space and q space: -0.933333 -0.933333
14-electron determinant, unit e^2 hbar^2/(eps0 m^2 c^2 V),
  orbital terms with wavevectors in units of 2 pi/L, L = box edge:
  orbit-orbit: direct 0.0000, exchange 6.0000
  spin-other-orbit: direct 0.0000, exchange 0.0000
  contact: direct 0.0000, exchange 24.5000
  dipolar tensor: direct 0.0000, exchange -0.0000
7 parallel spins, contact: direct -4.0833, exchange 4.0833
Orbit coefficient, N = 1030, kF L/(2 pi) = 4.9725: -0.26054
Orbit coefficient, N = 8338, kF L/(2 pi) = 9.9842: -0.29640
Orbit coefficient extrapolated in 1/kF: -0.3320
Angular integral at a = 1.3: quadrature 1.295893, formula 1.295893
Logarithmic integrals with t and t^3: 1.000000 0.666667
Integral of 1/q^2 over pi^2 kF^4: 4.000000
Orbit integral over pi^2 kF^6: 1.333333
Orbit-orbit coefficient of beta^2: -0.333333
Contact coefficient of beta^2: -0.222222
Sum of the two: -0.555556
Darwin exchange coefficient: -0.111111
Dirac ratios over beta^2: instantaneous, retarded, Coulomb
  beta = 0.10: -0.551915 -0.552300 -0.110394
  beta = 0.05: -0.554641 -0.554737 -0.110931
  beta -> 0: -0.555549 -0.555550 -0.111110
Transverse plus Coulomb, beta -> 0: -0.666660
Example density: 1.0e+31 m^-3
Fermi wavevector: 6.66511e+10 m^-1
beta: 0.025738
beta^2: 6.62441e-04
Coulomb exchange per electron: -22.9124 eV
Orbit-orbit energy per electron: 0.005059 eV
Contact energy per electron: 0.003373 eV
Transverse energy per electron: 0.008432 eV
Same in joule: 1.3510e-21 J
Finite-beta Dirac, instantaneous: 0.008429 eV
Finite-beta Dirac, retarded: 0.008429 eV
Local transverse potential: 0.016865 eV
Potential from numerical derivative: 0.016864 eV
\end{verbatim}
